# Bound charge at an insulating interface from bulk polarisations: a numerical check

```python
"""Interface theorem for two insulating crystals (Hartree atomic units).

Result under test:  sigma = P1 - P2 + m / A_s,  m an integer.
sigma : macroscopic bound charge per area, normal from crystal 1 to crystal 2
P1,P2 : bulk polarisations along the normal, from hybrid Wannier centres
A_s   : area of the common in-plane interface cell (here 2x1 primitive cells)
Model : spinless electrons, two sites (A, B) per bulk cell, ion +1 on A;
        an interface layer has one orbital and one ion +1 per primitive cell.
The Fermi level is zero. There is no Coulomb self-consistency.
"""
from collections import namedtuple
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid

# c: period; tau: height of B above A; delta: half site splitting;
# s: in-plane hopping (+s on A, -s on B); t1, t2: A-B hopping inside a cell
# and between cells; u: in-plane modulation of t1
Crystal = namedtuple("Crystal", "c tau delta s t1 u t2")
Layer = namedtuple("Layer", "energies coupling height")
cr1 = Crystal(7.0, 3.0, 0.15, 0.01, 0.12, 0.005, 0.05)
cr2 = Crystal(8.0, 5.0, 0.18, 0.01, 0.05, 0.005, 0.11)
a_plane = 7.0
area = a_plane**2
area_s = 2 * area
n_cells = 16
z_right = 4.0          # height of the first A site of crystal 2
s_layer = 0.02         # in-plane hopping in the interface layer
n_q = 64


def bulk_states(cr, kx, ky, q):
    """Occupied Bloch vectors with real positive B component; q = k_z c."""
    hz = cr.delta + 2 * cr.s * (np.cos(kx) + np.cos(ky))
    f = cr.t1 + 2 * cr.u * np.cos(kx) + cr.t2 * np.exp(-1j * q)
    h = np.zeros((len(q), 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = hz, -hz
    h[:, 0, 1], h[:, 1, 0] = f, f.conj()
    v = np.linalg.eigh(h)[1][:, :, 0]
    return v * (v[:, 1].conj() / abs(v[:, 1]))[:, None]


def wannier(cr, kx, ky, winding=0):
    """Hybrid Wannier function on cells l and its centre."""
    q = 2 * np.pi * np.arange(n_q) / n_q
    l = np.arange(-n_q // 2, n_q // 2)
    w = np.exp(1j * np.outer(l - winding, q)) @ bulk_states(cr, kx, ky, q) / n_q
    z = l[:, None] * cr.c + np.array([0.0, cr.tau])
    return l, w, np.sum(abs(w)**2 * z)


def berry_centre(cr, kx, ky, n=400):
    """Centre from the discrete Berry phase of the cell-periodic states."""
    q = 2 * np.pi * np.arange(n + 1) / n
    z = np.array([0.0, cr.tau])
    u = bulk_states(cr, kx, ky, q) * np.exp(-1j * np.outer(q, z) / cr.c)
    links = np.sum(u[:-1].conj() * u[1:], axis=1)
    return -np.angle(np.prod(links / abs(links))) * cr.c / (2 * np.pi)


def mean_centre(cr, n=12):
    k = 2 * np.pi * np.arange(n) / n
    centres, errors = [], []
    for kx in k:
        for ky in k:
            centre = wannier(cr, kx, ky)[2]
            diff = berry_centre(cr, kx, ky) - centre
            errors.append(abs((diff + cr.c / 2) % cr.c - cr.c / 2))
            centres.append(centre)
    return np.mean(centres), max(errors)


def slab_hamiltonian(theta, ky, layer):
    """Joined slab in the 2x1 cell; theta = phase across that cell."""
    n_sites = 4 * n_cells + 1
    h0, h1 = np.zeros((n_sites, n_sites)), np.zeros((n_sites, n_sites))
    mid = 2 * n_cells

    def bond(i, j, t, u=0.0):
        h0[i, j] = h0[j, i] = t
        h1[i, j] = h1[j, i] = u

    for cr, start in ((cr1, 0), (cr2, mid + 1)):
        for l in range(n_cells):
            i = start + 2 * l
            e = cr.delta + 2 * cr.s * np.cos(ky)
            h0[i, i], h0[i + 1, i + 1] = e, -e
            h1[i, i], h1[i + 1, i + 1] = cr.s, -cr.s
            bond(i, i + 1, cr.t1, cr.u)
            if l < n_cells - 1:
                bond(i + 1, i + 2, cr.t2)
    h0[mid, mid], h1[mid, mid] = 2 * s_layer * np.cos(ky), s_layer
    bond(mid - 1, mid, layer.coupling)
    bond(mid, mid + 1, layer.coupling)
    hop = 1 + np.exp(-1j * theta)
    x_hop = np.array([[0, hop], [np.conj(hop), 0]])
    h = np.kron(h0, np.eye(2)) + np.kron(h1, x_hop)
    for copy in (0, 1):
        h[2 * mid + copy, 2 * mid + copy] += layer.energies[copy]
    return h


def site_heights(layer):
    l = np.arange(n_cells)
    left = ((l - n_cells) * cr1.c)[:, None] + np.array([0.0, cr1.tau])
    right = (z_right + l * cr2.c)[:, None] + np.array([0.0, cr2.tau])
    return np.concatenate([left.ravel(), [layer.height], right.ravel()])


def solve_slab(layer, mesh=8):
    """Heights, charge per 2x1 cell on each plane, smallest |E|."""
    electrons = np.zeros(4 * n_cells + 1)
    gap = np.inf
    for theta in 2 * np.pi * np.arange(mesh // 2) / (mesh // 2):
        for ky in 2 * np.pi * np.arange(mesh) / mesh:
            e, v = np.linalg.eigh(slab_hamiltonian(theta, ky, layer))
            gap = min(gap, np.min(abs(e)))
            density = np.sum(abs(v[:, e < 0])**2, axis=1)
            electrons += density.reshape(-1, 2).sum(axis=1)
    electrons /= mesh * (mesh // 2)
    ions = np.zeros_like(electrons)
    ions[0:2 * n_cells:2] = 2
    ions[2 * n_cells] = 2
    ions[2 * n_cells + 1::2] = 2
    return site_heights(layer), ions - electrons, gap


def window_charge(z, charge, start=-8 * cr1.c, end=z_right + 8 * cr2.c):
    up = np.clip((z - start) / cr1.c, 0, 1)
    down = np.clip((end - z) / cr2.c, 0, 1)
    return np.sum(charge * up * down)


# A train of neutral cells under a linear ramp gives dipole / period.
rng = np.random.default_rng(3)
cell_q = rng.normal(size=5)
cell_q -= cell_q.mean()
cell_z = rng.uniform(-9, 9, 5)
train_z = cell_z + 7.0 * np.arange(-40, 0)[:, None]
ramp = np.clip((train_z + 143.7) / 7.0, 0, 1)
assert abs(np.sum(ramp * cell_q) - cell_q @ cell_z / 7.0) < 1e-10

# Bulk polarisations, with the Berry phase as a second road.
centre1, err1 = mean_centre(cr1)
centre2, err2 = mean_centre(cr2)
assert max(err1, err2) < 1e-3   # discrete phase has an error of order 1/n^2
shift = wannier(cr1, 0.3, 0.7, 1)[2] - wannier(cr1, 0.3, 0.7)[2]
assert abs(shift - cr1.c) < 1e-8
pol1 = -centre1 / (cr1.c * area)
pol2 = -centre2 / (cr2.c * area)

layers = {
    "empty": Layer((0.40, 0.40), 0.05, 0.0),
    "filled": Layer((-0.40, -0.40), 0.05, 0.0),
    "alternating": Layer((0.40, -0.40), 0.05, 0.0),
    "modified empty": Layer((0.30, 0.30), 0.08, 0.3),
}
expected_m = {"empty": 2, "filled": 0, "alternating": 1, "modified empty": 2}

# Bulk Wannier functions placed deep in the joined slab are occupied.
kx, ky = 2 * np.pi / 8, 0.0
e, v = np.linalg.eigh(slab_hamiltonian(2 * kx, ky, layers["empty"]))
occ = v[:, e < 0]
projector = occ @ occ.conj().T
l_w, w_bulk, _ = wannier(cr1, kx, ky)


def embed(cell):
    """Place the bulk function in a cell of crystal 1 (last cell is -1)."""
    out = np.zeros((4 * n_cells + 1, 2), complex)
    phases = np.array([1, np.exp(1j * kx)]) / np.sqrt(2)
    for l, amp in zip(l_w + cell, w_bulk):
        if -n_cells <= l < 0:
            i = 2 * (l + n_cells)
            out[i:i + 2] = amp[:, None] * phases
    return out.ravel()


leak = {}
for cell in (-2, -5, -8):
    w_cell = embed(cell)
    leak[cell] = np.linalg.norm(w_cell - projector @ w_cell)
assert leak[-8] < 1e-4 and leak[-8] < 0.01 * leak[-2]
remainder = projector.copy()
for cell in range(-10, -5):
    w_cell = embed(cell)
    remainder -= np.outer(w_cell, w_cell.conj())
ev = np.linalg.eigvalsh(remainder)
rank_error = np.max(np.minimum(abs(ev), abs(ev - 1)))
assert rank_error < 1e-3

# The theorem on insulating interfaces.
results = {}
for name, layer in layers.items():
    z, charge, gap = solve_slab(layer)
    total = window_charge(z, charge)
    moved = window_charge(z, charge, -59.3, 66.1)
    m_raw = total - area_s * (pol1 - pol2)
    assert gap > 0.03
    assert abs(total - moved) < 1e-6
    assert abs(m_raw - expected_m[name]) < 1e-6
    results[name] = (z, charge, gap, total, m_raw)

# A sharp cut depends on its position inside the cell.
z0, q0 = results["empty"][:2]
fall = np.clip((z_right + 8 * cr2.c - z0) / cr2.c, 0, 1)
cut_a = np.sum(q0 * fall * (z0 > -8 * cr1.c + 1))
cut_b = np.sum(q0 * fall * (z0 > -8 * cr1.c + 5))
assert abs(cut_a - cut_b) > 0.1

# Same charge, different dipole: potential step from Poisson's equation.
z1, q1 = results["modified empty"][:2]
assert abs(q1.sum() - q0.sum()) < 1e-8
dipole = q1 @ z1 - q0 @ z0
step = 4 * np.pi * dipole / area_s
grid = np.linspace(-160, 180, 13601)
rho = np.zeros_like(grid)
for zs, qs in ((z1, q1), (z0, -q0)):
    for zi, qi in zip(zs, qs):
        rho += qi / area_s * np.exp(-(grid - zi)**2 / 2) / np.sqrt(2 * np.pi)
field = cumulative_trapezoid(4 * np.pi * rho, grid, initial=0)
potential = -cumulative_trapezoid(field, grid, initial=0)
assert abs(potential[-1] - step) < 1e-6 and abs(step) > 1e-3

# A partly filled interface band breaks the quantisation.
z_m, q_m, gap_m = solve_slab(Layer((0.02, 0.02), 0.05, 0.0), mesh=16)
m_metal = window_charge(z_m, q_m) - area_s * (pol1 - pol2)
assert abs(m_metal - round(m_metal)) > 0.05

bohr = constants.physical_constants["Bohr radius"][0]
to_si = constants.e / bohr**2
to_ev = constants.physical_constants["Hartree energy in eV"][0]
for label, cr in (("crystal 1", cr1), ("crystal 2", cr2)):
    print(f"{label}: c, tau = {cr.c}, {cr.tau} bohr")
    print(f"  delta, s = {cr.delta}, {cr.s} hartree")
    print(f"  t1, u, t2 = {cr.t1}, {cr.u}, {cr.t2} hartree")
print(f"primitive area A = {area:.1f} bohr^2; 2x1 area A_s = {area_s:.1f} bohr^2")
print(f"cells per side = {n_cells}; first A of crystal 2 at {z_right} bohr")
print(f"layer in-plane hopping = {s_layer} hartree")
print(f"mean Wannier centre 1 = {centre1:.6f} bohr")
print(f"mean Wannier centre 2 = {centre2:.6f} bohr")
print(f"largest Berry-Wannier difference = {max(err1, err2):.1e} bohr")
print(f"P1 = {pol1:.8f} e/bohr^2")
print(f"P2 = {pol2:.8f} e/bohr^2")
print(f"P1-P2 = {pol1-pol2:.8f} e/bohr^2 = {(pol1-pol2)*to_si:.5f} C/m^2")
print(f"A_s(P1-P2) = {area_s*(pol1-pol2):.7f} e")
print(f"quantum e/A = {1/area:.8f} e/bohr^2 = {to_si/area:.5f} C/m^2")
print(f"quantum e/A_s = {1/area_s:.8f} e/bohr^2 = {to_si/area_s:.5f} C/m^2")
for cell, value in leak.items():
    print(f"unoccupied norm of Wannier function, cell {cell}: {value:.2e}")
print(f"remainder eigenvalues: largest distance from 0 or 1 = {rank_error:.1e}")
print(f"sharp cuts, empty layer: {cut_a:.5f} and {cut_b:.5f} e per 2x1 cell")
for name, (_, _, gap, total, m_raw) in results.items():
    lay = layers[name]
    print(f"{name}: layer energies {lay.energies} hartree")
    print(f"  coupling {lay.coupling} hartree, height {lay.height} bohr")
    print(f"  smallest |E| = {gap:.4f} hartree; charge = {total:.7f} e per 2x1 cell")
    print(f"  sigma = {total/area_s:.8f} e/bohr^2 = {total/area_s*to_si:.5f} C/m^2")
    print(f"  m from slab = {m_raw:.7f}")
print(f"dipole change, modified - empty = {dipole:.5f} e bohr per 2x1 cell")
print(f"bare potential step change = {step:.5f} hartree/e = {step*to_ev:.4f} V")
print(f"metallic layer (energy 0.02 hartree, 16x16 mesh): m = {m_metal:.4f}")
print("all assertions hold")
```

Output:

```
crystal 1: c, tau = 7.0, 3.0 bohr
  delta, s = 0.15, 0.01 hartree
  t1, u, t2 = 0.12, 0.005, 0.05 hartree
crystal 2: c, tau = 8.0, 5.0 bohr
  delta, s = 0.18, 0.01 hartree
  t1, u, t2 = 0.05, 0.005, 0.11 hartree
primitive area A = 49.0 bohr^2; 2x1 area A_s = 98.0 bohr^2
cells per side = 16; first A of crystal 2 at 4.0 bohr
layer in-plane hopping = 0.02 hartree
mean Wannier centre 1 = 2.743300 bohr
mean Wannier centre 2 = 5.151447 bohr
largest Berry-Wannier difference = 1.1e-06 bohr
P1 = -0.00799796 e/bohr^2
P2 = -0.01314145 e/bohr^2
P1-P2 = 0.00514349 e/bohr^2 = 0.29428 C/m^2
A_s(P1-P2) = 0.5040618 e
quantum e/A = 0.02040816 e/bohr^2 = 1.16765 C/m^2
quantum e/A_s = 0.01020408 e/bohr^2 = 0.58382 C/m^2
unoccupied norm of Wannier function, cell -2: 2.42e-03
unoccupied norm of Wannier function, cell -5: 1.59e-06
unoccupied norm of Wannier function, cell -8: 1.93e-09
remainder eigenvalues: largest distance from 0 or 1 = 1.7e-07
sharp cuts, empty layer: 1.49480 and 3.26100 e per 2x1 cell
empty: layer energies (0.4, 0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 2.5040618 e per 2x1 cell
  sigma = 0.02555165 e/bohr^2 = 1.46193 C/m^2
  m from slab = 2.0000000
filled: layer energies (-0.4, -0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 0.5040618 e per 2x1 cell
  sigma = 0.00514349 e/bohr^2 = 0.29428 C/m^2
  m from slab = -0.0000000
alternating: layer energies (0.4, -0.4) hartree
  coupling 0.05 hartree, height 0.0 bohr
  smallest |E| = 0.1259 hartree; charge = 1.5040618 e per 2x1 cell
  sigma = 0.01534757 e/bohr^2 = 0.87811 C/m^2
  m from slab = 1.0000000
modified empty: layer energies (0.3, 0.3) hartree
  coupling 0.08 hartree, height 0.3 bohr
  smallest |E| = 0.0949 hartree; charge = 2.5040618 e per 2x1 cell
  sigma = 0.02555165 e/bohr^2 = 1.46193 C/m^2
  m from slab = 2.0000000
dipole change, modified - empty = 0.39273 e bohr per 2x1 cell
bare potential step change = 0.05036 hartree/e = 1.3703 V
metallic layer (energy 0.02 hartree, 16x16 mesh): m = 1.3672
all assertions hold
```
